# Why inversion electrons are not densest at the oxide interface

Take an electron of mass $m$ in silicon, pressed by a constant force $eF$ against a wall it cannot enter. Its lowest quantum state can depend only on $\hbar^2/m$, an energy times a length squared, and on $eF$, an energy divided by a length. Their ratio is a length cubed, so every distance in that state is a pure number times

$$\ell=\left(\frac{\hbar^2}{2meF}\right)^{1/3},$$

where the factor 2 is a convenience. In particular, the density peaks at $z_{\rm peak}=c\,\ell$, with $z$ measured from the wall into silicon. Dimensions fix the form but not the number $c$. The belief examined here says that $c=0$. The condition on the wave at the wall gives $c\approx1.32$.

## The belief and its appeal

A positive gate draws electrons towards the oxide, and the oxide stops them. It seems to follow that they collect against it, with the highest density exactly at the interface.

Classical statistics supports this picture. Let $e>0$ and let $F$ be the size of the field, so that the potential energy in silicon is $U(z)=eFz$, lowest at the interface. For a dilute classical gas at temperature $T$, the probability of a position and a momentum is proportional to $\exp[-(p^2/2m+U)/kT]$. The momentum integral is the same at every $z$ and drops out, leaving

$$n_{\rm cl}(z)\propto e^{-z/D},\qquad D=\frac{kT}{eF}.$$

This is largest at $z=0$, and its mean distance from the interface is $D$. For $F=5\times10^7$ V/m, or 0.05 V/nm, and $T=300$ K,

$$D=\frac{0.02585\ \text{eV}}{0.05\ \text{eV/nm}}=0.517\ \text{nm}.$$

The weak step is the separate treatment of position and momentum. Confining a quantum particle to a thinner layer raises its kinetic energy. A classical particle can rest against a wall at no such cost.

## The slope at the interface

Let silicon fill $z>0$ and oxide fill $z<0$. I use the effective-mass model, in which $\psi(z)$ is a smooth envelope over the atomic structure. Motion along the interface is taken to separate from motion along $z$. The mass is $m$ in silicon and $m_{\rm ox}$ in oxide, and the oxide is a thick, flat barrier of height $U_b$. A bound state with energy $E<U_b$ can be chosen real. In the oxide it obeys

$$-\frac{\hbar^2}{2m_{\rm ox}}\psi''+U_b\psi=E\psi .$$

Moving $U_b\psi$ to the right and multiplying by $-2m_{\rm ox}/\hbar^2$ gives

$$\psi''=\kappa^2\psi,\qquad \kappa=\frac{\sqrt{2m_{\rm ox}(U_b-E)}}{\hbar}.$$

The solutions are $e^{\kappa z}$ and $e^{-\kappa z}$. The second grows without limit as $z\to-\infty$ and cannot be normalized, so $\psi(z)=\psi(0)e^{\kappa z}$ in the oxide.

At the interface $\psi$ is continuous, and so is $\psi'$ divided by the local mass, which keeps the particle current continuous. Therefore

$$\frac{\psi'(0^+)}{m}=\frac{\kappa\psi(0)}{m_{\rm ox}},
\qquad
\psi'(0^+)=\frac{\psi(0)}{\lambda},
\qquad
\lambda=\frac{m_{\rm ox}}{m\kappa}.$$

The density on the silicon side then has the slope

$$\left.\frac{d\psi^2}{dz}\right|_{0^+}=2\psi(0)\psi'(0^+)=\frac{2\psi(0)^2}{\lambda}>0.$$

The inequality is strict. If $\psi(0)$ were zero, $\psi'(0^+)$ would be zero too, and the wave equation would then make $\psi$ vanish everywhere.

The density therefore rises on entering silicon. It also rises through the oxide towards the interface, as $e^{2\kappa z}$. Since it falls to zero deep in silicon, its maximum lies at some $z>0$. The shape of the silicon potential has not been used. If several subbands are occupied, the total density is a sum of such terms with positive weights, and its slope at the interface is again positive.

The flat barrier is not essential either. Suppose that $U>E$ throughout the oxide and that $\psi$ vanishes at its far side. The wave equation there reads $(\psi'/m_{\rm ox})'=2(U-E)\psi/\hbar^2$, so the product rule gives

$$\left(\frac{\psi\psi'}{m_{\rm ox}}\right)'=\frac{\psi'^2}{m_{\rm ox}}+\frac{2(U-E)}{\hbar^2}\psi^2>0 .$$

The product $\psi\psi'/m_{\rm ox}$ starts from zero at the far side and grows, so it is positive at the interface. The argument can fail if the oxide edge contains an attractive region where $U<E$, or if the oxide leaks so strongly that the state is no longer bound.

## The hard wall

As $U_b\to\infty$, $\kappa$ grows and $\lambda$ tends to zero. With $\psi'(0^+)$ finite, $\psi(0)=\lambda\psi'(0^+)$ tends to zero as well. This is the hard wall, where the interface density vanishes.

For $U=eFz$ the silicon equation is

$$-\frac{\hbar^2}{2m}\psi''+eFz\,\psi=E\psi .$$

Put $z=\ell x$. Two derivatives in $z$ bring a factor $1/\ell^2$, and the definition of $\ell$ gives $\hbar^2/(2m\ell^2)=eF\ell$. Dividing by this energy, with $\varepsilon=E/(eF\ell)$,

$$\frac{d^2\psi}{dx^2}=(x-\varepsilon)\psi .$$

The solution that decays into silicon is the Airy function $\mathrm{Ai}(x-\varepsilon)$, which obeys $\mathrm{Ai}''(y)=y\,\mathrm{Ai}(y)$. The wall requires $\mathrm{Ai}(-\varepsilon)=0$. The first zero of $\mathrm{Ai}$ is $a_1=-2.33811$, so the ground state has $\varepsilon=-a_1$ and

$$\psi\propto\mathrm{Ai}(z/\ell+a_1),\qquad E_1=|a_1|\,eF\ell .$$

The density peaks where $\mathrm{Ai}'=0$. The first zero of $\mathrm{Ai}'$ is $a_1'=-1.01879$, hence

$$z_{\rm peak}=(a_1'-a_1)\ell=1.319\,\ell .$$

The mean distance follows from a scaling argument that also shows what holds the electron off the wall. Replace $\psi(z)$ by $\sqrt{s}\,\psi(sz)$, which keeps the norm and the zero at the wall but squeezes the state by a factor $s$. If $K$ and $V$ are the original mean kinetic and potential energies, the squeezed state has

$$E(s)=s^2K+\frac{V}{s}.$$

The ground state minimizes the energy, so $E'(1)=2K-V=0$. Thus $K=V/2$, $E_1=K+V=3V/2$, and $V=eF\langle z\rangle=2E_1/3$. Dividing by $eF$,

$$\langle z\rangle=\tfrac23|a_1|\ell .$$

Moving closer to the wall lowers the potential energy as $1/s$ but raises the kinetic energy as $s^2$. The balance leaves a layer of thickness about $\ell$.

I now take round model parameters: $m$ equal to 0.9 and $m_{\rm ox}$ to 0.5 electron masses, $U_b=3$ eV, and the field used above. They give $\ell=0.946$ nm and

$$eF\ell=0.05\ \text{eV/nm}\times0.946\ \text{nm}=0.0473\ \text{eV}.$$

The hard-wall results are then

$$E_1=2.338\times0.0473\ \text{eV}=0.1106\ \text{eV},$$

$$z_{\rm peak}=1.319\times0.946\ \text{nm}=1.248\ \text{nm},$$

$$\langle z\rangle=\tfrac23\times2.338\times0.946\ \text{nm}=1.475\ \text{nm}.$$

The quantum mean distance is nearly three times the classical 0.517 nm, and the density vanishes where the classical formula puts its maximum.

## How nearly zero with a real barrier

With a finite barrier, $\psi=\mathrm{Ai}(z/\ell-\varepsilon)$ still holds in silicon, but the wall condition is replaced by $\psi'(0^+)=\psi(0)/\lambda$. Since $\psi'(0^+)=\mathrm{Ai}'(-\varepsilon)/\ell$,

$$\lambda\,\mathrm{Ai}'(-\varepsilon)=\ell\,\mathrm{Ai}(-\varepsilon).$$

For $\lambda\ll\ell$ the solution lies close to the hard-wall one. Write $-\varepsilon=a_1+s$, where $s$ is now a small shift. To leading order $\mathrm{Ai}(a_1+s)=s\,\mathrm{Ai}'(a_1)$ and $\mathrm{Ai}'(a_1+s)=\mathrm{Ai}'(a_1)$, so $s=\lambda/\ell$. The wave moves towards the oxide by $\lambda$, and its energy falls by $eF\ell s=eF\lambda$. Relative to the peak, the interface density is

$$\frac{n(0)}{n_{\rm peak}}\approx
\left[\frac{\mathrm{Ai}'(a_1)}{\mathrm{Ai}(a_1')}\right]^2
\left(\frac{\lambda}{\ell}\right)^2
=1.714\left(\frac{\lambda}{\ell}\right)^2 ,$$

where the prefactor is $(0.70121/0.53566)^2$.

The size of this ratio has a simple meaning. From the definitions of $\lambda$ and $\kappa$,

$$\lambda^2=\frac{m_{\rm ox}^2}{m^2}\,\frac{\hbar^2}{2m_{\rm ox}(U_b-E)}
=\frac{m_{\rm ox}}{m}\,\frac{\hbar^2/2m}{U_b-E}.$$

Using $\hbar^2/2m=eF\ell^3$ and dividing by $\ell^2$,

$$\left(\frac{\lambda}{\ell}\right)^2=\frac{m_{\rm ox}}{m}\,\frac{eF\ell}{U_b-E}.$$

The interface density is small because the confinement energy is small compared with the barrier. Where these energies become comparable, "nearly zero" ceases to be a fair description, although the slope argument still puts the maximum in silicon.

Evaluated at the hard-wall energy, $\kappa=6.158$ nm$^{-1}$. Therefore

$$\lambda=\frac{0.5}{0.9\times6.158\ \text{nm}^{-1}}=0.0902\ \text{nm},
\qquad \frac{\lambda}{\ell}=0.0954,$$

$$\frac{n(0)}{n_{\rm peak}}\approx1.714\times0.0954^2=0.0156 .$$

Diagonalizing the wave equation on a grid, with the jump in mass included, gives 1.525%. The simple law gives 1.559%, about 2% higher in relative terms. The next order accounts for this. Differentiating the Airy equation gives $\mathrm{Ai}'''(a_1)=a_1\mathrm{Ai}'(a_1)$, so

$$\mathrm{Ai}(a_1+s)\approx\mathrm{Ai}'(a_1)\,s\left(1+\tfrac16a_1s^2\right),$$

$$\mathrm{Ai}'(a_1+s)\approx\mathrm{Ai}'(a_1)\left(1+\tfrac12a_1s^2\right).$$

The matching condition sets $\lambda/\ell$ equal to the ratio of these, $s(1-\frac13a_1s^2)$. Inverting, $s\approx(\lambda/\ell)(1+\frac13a_1\lambda^2/\ell^2)$. Squaring the first expansion gives a factor $s^2(1+\frac13a_1s^2)$, and $s^2$ itself carries a correction $\frac23a_1\lambda^2/\ell^2$. Together they multiply the simple law by

$$1+a_1\frac{\lambda^2}{\ell^2}=1-2.338\times0.0091=0.979,$$

which brings 1.559% to about 1.53%.

The peak moves from 1.248 nm to 1.159 nm, close to the predicted shift of 0.090 nm. The energy falls by 0.00448 eV on the grid, against $eF\lambda=0.00451$ eV. Letting the wave leak into the oxide thus brings the peak slightly nearer to the interface, but leaves it more than 1 nm away.

## What the force fixes

The interface density can also be found for other well shapes. Start with a hard wall and any smooth $U(z)$ that binds the state. Multiply the wave equation by $\psi'$ and integrate over silicon:

$$-\frac{\hbar^2}{2m}\int_0^\infty\psi''\psi'\,dz+\int_0^\infty U\psi\psi'\,dz=E\int_0^\infty\psi\psi'\,dz .$$

In the first term $\psi''\psi'=(\psi'^2)'/2$, and $\psi'$ vanishes at infinity, so the term equals $+\hbar^2\psi'(0)^2/(4m)$. The right side is $-E\psi(0)^2/2=0$. In the middle term $\psi\psi'=(\psi^2)'/2$. Integrating by parts, with $\psi=0$ at both ends, gives $-\frac12\int U'\psi^2dz$. Hence

$$\frac{\hbar^2}{2m}\psi'(0)^2=\left\langle\frac{dU}{dz}\right\rangle .$$

A finite but high barrier changes $\psi'(0)$ little, and $\psi(0)=\lambda\psi'(0^+)$. For normalized $\psi$, to leading order in $\lambda/\ell$,

$$\psi(0)^2\approx\lambda^2\,\frac{2m}{\hbar^2}\left\langle\frac{dU}{dz}\right\rangle .$$

The field does increase the interface density, as intuition suggests, but the small factor $\lambda^2$ limits the effect. In the triangular well the mean force is $eF$, and since $2meF/\hbar^2=1/\ell^3$, the result is $\lambda^2/\ell^3$. The numbers are 0.00961 nm$^{-1}$ from this law and 0.00940 nm$^{-1}$ from the grid. The probability of finding the electron in the oxide is

$$\int_{-\infty}^0\psi(0)^2e^{2\kappa z}dz=\frac{\psi(0)^2}{2\kappa}
\approx\frac{0.00961}{2\times6.158}=0.00078 ,$$

or 0.078%, against 0.076% on the grid.

In a real inversion layer the electrons' own charge screens the field, so the force weakens with depth. A simple stand-in is $U=eFd(1-e^{-z/d})$ with $d=6$ nm. Its ground state peaks at about 1.27 nm, with an interface density of 1.325% of the peak. A weaker mean force gives a somewhat wider state and a smaller interface density. This is a chosen shape, not a self-consistent solution for a particular device.

The oxide barrier also falls towards the gate. With an oxide field of $3F$ and the oxide closed by a hard end 1.5 nm from the interface, the ratio becomes 1.531% instead of 1.525%. The wave decays too quickly to feel much of the tilt.

A low density at the interface does not mean that the electron is insensitive to it. If the hard wall of the triangular well is moved by $\delta$ towards the oxide, while $U=eFz$ stays fixed, the whole state moves with it and its energy changes by $-eF\delta$. A wall whose position varies along the interface therefore gives an energy that varies too, and this can scatter electrons moving along it.

## Does heat restore the classical picture?

At 300 K, with Boltzmann weights for the subbands of a single mass, the lowest subband holds 95.8% of the electrons. The total density peaks at 1.143 nm, and its interface value is 1.579% of the peak. The peak lies slightly closer to the oxide than that of the ground state alone. The second subband pulls it there. The second zeros of $\mathrm{Ai}$ and $\mathrm{Ai}'$ are $-4.088$ and $-3.248$, so with a hard wall the inner lobe of this subband peaks at $0.840\,\ell=0.79$ nm and ends at a node at $(4.088-2.338)\ell=1.66$ nm. The finite barrier moves both about 0.09 nm towards the oxide. The density of the second subband is therefore falling at 1.159 nm, where that of the ground state is level, and the sum peaks nearer the oxide.

The interface density per electron barely changes, because $\lambda^2/\ell^3$ applies to each low subband: the mean force is $eF$ in all of them, and $\lambda$ varies little while $E\ll U_b$.

The classical formula has its best chance in a weak field, where many subbands are occupied. Near a hard wall the field may then be ignored at first. The states are proportional to $\sin kz$, and their thermal sum is

$$n(z)\propto\int_0^\infty\sin^2(kz)\,e^{-k^2L_T^2}dk,\qquad L_T=\frac{\hbar}{\sqrt{2mkT}} .$$

Write $\sin^2kz=\frac12(1-\cos2kz)$ and define

$$I(z)=\int_0^\infty\cos(2kz)\,e^{-k^2L_T^2}dk .$$

Then $n(z)\propto I(0)-I(z)$. Differentiating $I$ brings down $-2k\sin2kz$. Because $2k\,e^{-k^2L_T^2}=-L_T^{-2}\,d(e^{-k^2L_T^2})/dk$, an integration by parts gives $I'(z)=-(2z/L_T^2)I(z)$, with solution $I(z)=I(0)e^{-z^2/L_T^2}$. Restoring the slow classical decay as a factor,

$$n(z)\propto e^{-z/D}\left(1-e^{-z^2/L_T^2}\right),\qquad D\gg L_T .$$

Away from the wall the classical law returns. At the wall the density is still zero, in a dip of width about $L_T$. Setting the derivative of $\ln n$ to zero, with $u=z/L_T$, locates the maximum:

$$\frac1D=\frac{2u}{L_T}\,\frac{e^{-u^2}}{1-e^{-u^2}}
\quad\Longrightarrow\quad e^{u^2}-1=\frac{2D}{L_T}\,u .$$

At 300 K, $L_T=1.280$ nm. For a field one hundred times weaker, $D=51.7$ nm and $2D/L_T=80.8$. The nonzero solution is $u\approx2.29$, or $z\approx2.9$ nm. An explicit sum over Airy levels puts the peak at 2.93 nm, and the dip formula departs from that sum by at most 0.38% of the peak density over the depths compared. At 13.2 nm the quantum and classical densities agree to about 0.005% if both are taken at the same chemical potential. For equal numbers of electrons the quantum density there is about 2% higher, because the electrons missing from the dip are spread over the rest of the layer.

This is the sense in which the belief is partly right. On a scale of tens of nanometres, the weak-field layer is densest close to the oxide. On a scale of a nanometre, its density falls towards zero there. In the strong field $D/L_T=0.517/1.280=0.40$, so the classical layer would be thinner than the dip itself, and the classical profile cannot describe the layer even roughly.

The percentages belong to one mass, one barrier and an ideal flat interface. Silicon has subbands with different masses along $z$, each with its own $\ell$ and $\lambda$. On a (100) surface two valleys have mass 0.916 along $z$ and four have mass 0.19. For the light mass $\lambda/\ell$ is larger, and with the same field, barrier and $m_{\rm ox}$ the ground-state interface density is about 11% of its peak, not 1.5%. With Boltzmann weights at 300 K the light valleys hold about 30% of the electrons and the lowest subband about 67%, not 95.8%. The total density then peaks near 1.2 nm, and its interface value is about 3.5% of the peak. The field used here also ends on about $3\times10^{12}$ elementary charges per cm$^2$. If most of these are the inversion electrons themselves, the Fermi level comes within about $1.3\,kT$ of the lowest subband and the field falls to about half within 3 nm, so Boltzmann weights in a fixed triangular well are only a rough guide. A self-consistent Hartree solution then gives a peak at 1.3 to 1.4 nm and an interface value of about 4% of the peak. A real interface also has atomic structure that a smooth envelope leaves out. Within the effective-mass model, different masses change the numbers but not the sign of the slope at the interface. The numerical output gives the remaining digits.

## Table of computed values

```
silicon mass: 0.9 electron masses
oxide mass: 0.5 electron masses
barrier height: 3.0 eV
field in silicon: 5.0e+07 V/m
temperature: 300 K
thermal energy kT: 0.02585 eV
classical mean distance kT/(eF): 0.517 nm
confinement length ell: 0.9460 nm
energy unit eF ell: 0.04730 eV
first zero of Ai: -2.33811
first zero of Ai': -1.01879
Ai' at first zero of Ai: 0.70121
Ai at first zero of Ai': 0.53566
hard wall, ground energy: 0.1106 eV
hard wall, peak position: 1.248 nm
hard wall, mean distance: 1.475 nm
oxide decay constant kappa: 6.158 1/nm
matching length lam: 0.0902 nm
lam/ell: 0.0954
prefactor of (lam/ell)^2: 1.7137
finite barrier, energy from matching: 0.1061 eV
finite barrier, energy from grid: 0.1061 eV
energy lowering from grid: 0.00448 eV
energy lowering eF lam: 0.00451 eV
finite barrier, peak position: 1.159 nm
interface/peak density, matching: 1.525 %
interface/peak density, grid: 1.525 %
interface/peak density, simple law: 1.559 %
interface density per electron, grid: 0.00940 1/nm
interface density per electron, law: 0.00961 1/nm
probability in oxide, grid: 0.0763 %
probability in oxide, law: 0.0781 %
thermal share of lowest subband: 95.78 %
thermal density, peak position: 1.143 nm
thermal density, mean distance: 1.434 nm
thermal interface/peak density: 1.579 %
bent well, bending length: 6.0 nm
bent well, peak position: 1.268 nm
bent well, interface/peak density: 1.325 %
silicon/oxide permittivity ratio: 3.0
tilted oxide, interface/peak: 1.531 %
weak field: 5.0e+05 V/m
weak field, kT/(eF ell): 11.77
weak field, classical mean: 51.7 nm
thermal length L_T: 1.280 nm
weak field, peak from level sum: 2.93 nm
weak field, peak from dip formula: 2.92 nm
largest dip-formula error / peak: 0.38 %
weak field, comparison depth: 13.2 nm
quantum/classical density there: 1.0001
```
